# Joint density-functional theory and its reduction to a density-based continuum liquid, part 2

A solute with fixed nuclei and electron density $n(\mathbf r)$ sits in a liquid coupled to a reservoir. We seek its solvation free energy and the potential its electrons feel. Units are Hartree atomic with Gaussian electrostatics; an electron has charge $-1$. Solute electrons are treated as distinct from solvent electrons. The joint search over solute and solvent densities gives

$$
\Omega-\Phi_0=\min_n\Big\{F[n]+\int Vn\,d^3r+A_{\rm solv}[n]\Big\}.
$$

Here $\Omega$ is the grand free energy, $\Phi_0$ that of the liquid alone, $F$ the functional of the isolated solute electrons, and $V$ their potential energy in the field of the solute nuclei.

The solute charge density is $\rho_s=\rho_{\rm nuc}-n$, with $\rho_{\rm nuc}$ that of its nuclei. Before it feels the electrostatic field, the liquid has density $N_bs(n)$, with $N_b$ the bulk density and $s$ falling from 1 at $n=0$ to 0 at large $n$. Forming this cavity costs $A_{\rm cav}[n]$. The liquid responds through polarization $\mathbf P$ and ionic charge density $\rho_i$, with local coefficients $\chi=\chi_bs(n)$ and $X=X_bs(n)$, where $\varepsilon_b=1+4\pi\chi_b$ is the bulk permittivity, $X_b=2c/kT$, and $c$ is the reservoir concentration of each monovalent ion. In mean field and to second order, one minimizes at given $n$

$$
\mathcal A[\mathbf P,\rho_i]=\frac12\iint\frac{\rho_{\rm tot}(\mathbf r)\rho_{\rm tot}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
+\frac12\int\frac{P^2}{\chi}\,d^3r+\frac12\int\frac{\rho_i^2}{X}\,d^3r,
$$

$$
\rho_{\rm tot}=\rho_s-\nabla\cdot\mathbf P+\rho_i .
$$

The double integral includes the solute's own Coulomb energy, to be subtracted; $A_{\rm cav}$ is added separately.

The value of $X_b$ follows from the ideal-ion free energy density, with local ion densities $c+\delta_\pm$ and $\rho_i=\delta_+-\delta_-$:

$$
f=kT\sum_\pm\Big[(c+\delta_\pm)\ln\frac{c+\delta_\pm}{c}-\delta_\pm\Big].
$$

The closing numerical output also lists a two-site test: an electron hops with matrix element $-t$, and a solvent particle on the same site costs the repulsion $u=1.5\,t$. There $n$ and $N$ are the electron's and solvent particle's occupations of site 1. The coupling functional is the constrained minimum free energy, without site energies, less its isolated-particle counterparts. The "total" and "partial" slopes in $n$ let the solvent follow or hold it fixed.

### 9. Minimizing over the liquid

Let $\phi(\mathbf r)=\int\rho_{\rm tot}(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ be the total potential. The Coulomb kernel is symmetric, so a change of charge alters the first term by $\int\phi\,\delta\rho_{\rm tot}$. For a change of polarization,

$$
\delta\mathcal A=-\int\phi\,\nabla\cdot\delta\mathbf P\,d^3r+\int\frac{\mathbf P\cdot\delta\mathbf P}{\chi}\,d^3r
=\int\Big(\nabla\phi+\frac{\mathbf P}{\chi}\Big)\cdot\delta\mathbf P\,d^3r ,
$$

after integration by parts with $\delta\mathbf P=0$ far away. For a change of ionic charge, $\delta\mathcal A=\int(\phi+\rho_i/X)\,\delta\rho_i\,d^3r$. Both vanish for arbitrary variations when

$$
\mathbf P=-\chi\nabla\phi,\qquad \rho_i=-X\phi .
$$

Molecules polarize along the field, and ions of the sign opposite to $\phi$ gather. The zero of $\phi$ is its value deep in the neutral liquid. Where $s\to0$ both responses vanish.

Put these into Poisson's equation $\nabla^2\phi=-4\pi\rho_{\rm tot}$:

$$
\nabla^2\phi=-4\pi\rho_s-4\pi\nabla\cdot(\chi\nabla\phi)+4\pi X\phi .
$$

Moving the liquid terms to the left gives

$$
\boxed{\;\nabla\cdot[\varepsilon(n)\nabla\phi]-K(n)\phi=-4\pi\rho_s\;}
$$

$$
\varepsilon(n)=1+(\varepsilon_b-1)s(n),\qquad K(n)=4\pi X_b\,s(n).
$$

This is the density-based continuum model. With ions present, integrate it over all space. The flux at infinity vanishes because $\phi$ is screened, which leaves $\int K\phi\,d^3r=4\pi Q_s$, with $Q_s$ the total solute charge. Hence $\int\rho_i\,d^3r=-Q_s$: the ionic cloud neutralizes the solute.

The stationary point is the minimum. The second-order change of the Coulomb term is the field energy $\int|\nabla\delta\phi|^2/8\pi\,d^3r\ge0$, and the other two terms are positive for nonzero variations.

The polarization must be searched as a free vector field. Its curl at the minimum is $-\nabla\chi\times\nabla\phi$, which is nonzero wherever the field is not aligned with the gradient of $\chi$. A transverse part of $\mathbf P$ makes no charge but can lower $\int P^2/\chi$. For a unit charge on a small three-dimensional lattice, placed at the wall of a cavity whose interior keeps a thousandth of the bulk response (three of its six neighbouring sites lie in the liquid), direct minimization over $\mathbf P$ and $\rho_i$ gives $0.06011$ hartree, and the continuum equation gives the same. Restricting $\mathbf P$ to gradients gives $1.034$ hartree. The vacuum value is $1.432$ hartree, so less than a third of the lowering remains. That share depends on the residual response, because a gradient field generally extends into the cavity, where polarization is costly: it is $0.97$ for a residual of one tenth and $0.16$ for $10^{-5}$. It also depends on the position of the charge: on an inner site of the same cavity, with the residual of one thousandth, it is $0.76$. For a spherical solute the restriction would cost nothing, since a radial field depending on $r$ alone is a gradient.

### 10. The free energy at the minimum

Use the two stationarity conditions to rewrite the local terms:

$$
\frac12\int\frac{P^2}{\chi}=-\frac12\int\mathbf P\cdot\nabla\phi=\frac12\int\phi\,\nabla\cdot\mathbf P,\qquad
\frac12\int\frac{\rho_i^2}{X}=-\frac12\int\phi\,\rho_i .
$$

Added to $\frac12\int\phi(\rho_s-\nabla\cdot\mathbf P+\rho_i)$, they cancel the liquid's charge and leave $\mathcal A_{\min}=\frac12\int\rho_s\phi$. The liquid's internal cost has used up part of the gain from its attraction to the solute.

Now subtract the solute's own Coulomb energy. Let $\phi_0$ be the potential of $\rho_s$ in vacuum and $\psi=\phi-\phi_0$ the reaction potential. Then

$$
A_{\rm solv}[n]=A_{\rm cav}[n]+\frac12\int\rho_s\psi\,d^3r .
$$

The infinite self-energies of point nuclei cancel in the difference.

### 11. The potential felt by the solute electrons

Differentiating $\frac12\int\rho_s\phi$ directly would require the change of $\phi$ with $n$. An auxiliary functional avoids this:

$$
W[\phi;n]=\int\rho_s\phi\,d^3r-\frac1{8\pi}\int\big(\varepsilon|\nabla\phi|^2+K\phi^2\big)d^3r .
$$

Its variation with respect to $\phi$ is $\int\delta\phi\,\{\rho_s+[\nabla\cdot(\varepsilon\nabla\phi)-K\phi]/4\pi\}$, which vanishes when the continuum equation holds. Multiplying that equation by $\phi$ and integrating by parts gives $\int(\varepsilon|\nabla\phi|^2+K\phi^2)=4\pi\int\rho_s\phi$. So at the solution $W=\int\rho_s\phi-\frac12\int\rho_s\phi=\frac12\int\rho_s\phi$, the required energy.

Because $W$ is stationary in $\phi$, it may be differentiated with respect to $n$ at fixed $\phi$. With $\delta\rho_s=-\delta n$, and with $-\phi_0$ subtracted as the derivative of the vacuum energy,

$$
\frac{\delta A_{\rm solv}}{\delta n}=-\psi-\frac{\varepsilon'(n)}{8\pi}|\nabla\phi|^2-\frac{K'(n)}{8\pi}\phi^2+\frac{\delta A_{\rm cav}}{\delta n}.
$$

The first term is the energy of charge $-1$ in the reaction potential. The next two exist because the electrons shape the cavity. Since $s$ decreases with $n$, both $\varepsilon'$ and $K'$ are negative or zero, and these terms are repulsive. Electron density that spreads outward displaces liquid that would have lowered the energy.

### 12. How local is local enough?

Let a uniform liquid without ions have a response that weakens at short wavelengths, $4\pi\chi(k)=(\varepsilon_b-1)/(1+\lambda^2k^2)$. Place in it a Gaussian charge $q$ of width $a$, whose Fourier transform is $q\,e^{-k^2a^2/2}$. The Coulomb energy per mode carries $4\pi/k^2$, and the liquid divides it by $\varepsilon(k)$:

$$
A=\frac12\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\,q^2e^{-k^2a^2}\Big[\frac1{\varepsilon(k)}-1\Big]
=\frac{q^2}{\pi}\int_0^\infty dk\,e^{-k^2a^2}\Big[\frac1{\varepsilon(k)}-1\Big].
$$

With $\varepsilon(k)=1+4\pi\chi(k)$ the bracket becomes

$$
\frac1{\varepsilon(k)}-1=-\frac{\varepsilon_b-1}{\varepsilon_b+\lambda^2k^2}
=-\Big(1-\frac1{\varepsilon_b}\Big)\Big(1-\frac{\lambda^2k^2}{\varepsilon_b}+\dots\Big).
$$

The mean of $k^2$ with weight $e^{-k^2a^2}$ is $1/2a^2$. Relative to the local result, the magnitude of the energy is thus reduced by $\lambda^2/(2\varepsilon_ba^2)$ at leading order. For $\varepsilon_b=80$, $\lambda=1$ bohr and $a=2$ bohr this is $0.00156$, and the full integral gives the same to that accuracy.

The factor $1/\varepsilon_b$ makes the error small: a strongly polarizable liquid screens nearly completely even when its response is somewhat weakened. This holds while $\lambda^2\ll2\varepsilon_ba^2$. The value $\lambda=1$ bohr is only an illustration and is shorter than a molecule; for $\lambda=5$, $10$ and $30$ bohr at the same $a$ and $\varepsilon_b$ the full integral gives reductions of $0.035$, $0.11$ and $0.40$. The estimate belongs to this smooth response in a uniform liquid, a form that a real polar liquid need not follow. It says nothing about molecular layering at a cavity surface, where a description by $s(n)$ alone has no molecular length in it.

### 13. Two spherical limits

Let $s$ jump from 0 to 1 at radius $a$ around a central charge $q$. Outside, the equation reads $\nabla^2\phi=\kappa^2\phi$ with

$$
\kappa^2=\frac{4\pi X_b}{\varepsilon_b}=\frac{8\pi c}{\varepsilon_bkT}.
$$

The decaying solution is $\phi=C\,e^{-\kappa(r-a)}/r$. Inside, $\phi=q/r+B$. Continuity of $\varepsilon\phi'$ at $a$ requires $q=\varepsilon_bC(1+\kappa a)$, and continuity of $\phi$ requires $B=(C-q)/a$. The reaction potential at the charge is $B$, so

$$
A=\frac{qB}2=-\frac{q^2}{2a}\Big[1-\frac1{\varepsilon_b(1+\kappa a)}\Big]
=-\frac{q^2}{2a}\Big(1-\frac1{\varepsilon_b}\Big)-\frac{q^2\kappa}{2\varepsilon_b(1+\kappa a)} .
$$

The second form follows from $1-1/(1+\kappa a)=\kappa a/(1+\kappa a)$. The first term is the Born energy, the second the Debye–Hückel energy. For $q=1$, $a=3.501$ bohr, $\varepsilon_b=80$ and a Debye length $1/\kappa=5.82$ bohr, they are $-0.14102$ and $-0.00067$ hartree. A radial numerical solution gives their sum, $-0.14169$ hartree.

For a smooth spherical solute without ions, Gauss's law gives the field $Q(r)/(\varepsilon r^2)$, where $Q(r)$ is the solute charge within $r$. The field energy density is $\varepsilon E^2/8\pi$, and after subtraction of the vacuum energy

$$
A=\frac12\int_0^\infty\frac{Q(r)^2}{r^2}\Big[\frac1{\varepsilon(r)}-1\Big]dr .
$$

### 14. A fluoride ion in a model liquid

The solute functional is taken at the restricted Hartree–Fock level, that is, the search is confined to single determinants, with the aug-cc-pVTZ basis. Electron correlation is missing. The solute electrons are in their ground state; the temperature $T=300$ K enters through the ions. The liquid has the chosen parameters $\varepsilon_b=80$ and

$$
s(n)=\frac12\,\mathrm{erfc}\Big[\frac{\ln(n/n_c)}{\sigma\sqrt2}\Big],\qquad n_c=0.001\ \text{bohr}^{-3},\quad\sigma=0.6 .
$$

$A_{\rm cav}$ is set to zero, so the result is an electrostatic solvation energy, not a complete hydration free energy.

Without salt, the self-consistent total energy is $-99.6086$ hartree, against $-99.4508$ hartree for the ion in vacuum. The solvation energy is the difference:

$$
-99.6086+99.4508=-0.1578\ \text{hartree}=-4.29\ \text{eV}.
$$

These digits belong to the basis. Near the Hartree–Fock basis limit both total energies lie about $0.009$ hartree lower and the solvation energy is $-0.1584$ hartree ($-4.31$ eV). Of the quantities below, the liquid term then becomes $-0.1611$ hartree, the relaxation $0.0030$ hartree, the highest orbital energy in the liquid $-0.4865$ hartree and the Born radius $3.12$ bohr. In the aug-cc-pVTZ basis, used for all values that follow, the solvation energy consists of a liquid term of $-0.1603$ hartree and a rise of $0.0026$ hartree in the solute's own energy, the price of distorting its density. The Gauss's-law integral reproduces the liquid term. With the vacuum density held fixed, the total energy would be $0.0027$ hartree higher, so relaxation matters little for this compact ion. Orbitals optimized in half or in one and a half times the self-consistent liquid potential also give a higher total energy, by $0.0006$ and $0.0005$ hartree, as a minimum requires.

The Born radius that corresponds to the solvation energy is

$$
a_{\rm B}=\frac{1-1/80}{2\times0.1578}=3.13\ \text{bohr}.
$$

The cavity function reaches one half farther out, at $3.44$ bohr. The integral above contains two opposing effects. The first moves the effective boundary inward. The energy contains $1-1/\varepsilon$, which reaches one half already at $\varepsilon=2$, where $s=1/79$. At $s=0.1$ the factor is $0.89$, against $0.99$ in the bulk, so even a dilute tail of liquid counts almost fully. With the same $\varepsilon(r)$ and the whole charge $Q=-1$ at the centre, the Born radius would be $2.85$ bohr, which is also where $\varepsilon=2$. The factor $Q(r)^2$ works the other way. Part of the electron density lies in the liquid, so $|Q|$ is only $0.76$ at $2.85$ bohr and $0.91$ at $3.44$ bohr. This weakens the liquid term to a value that corresponds to $3.08$ bohr, and the cost of distorting the density brings the radius to $3.13$ bohr.

The highest occupied orbital falls from $-0.181$ to $-0.485$ hartree. The reaction potential accounts for the size of this fall. If $\psi$ is nearly constant over the ion, the liquid term is $-\psi/2$, so $-\psi\approx-0.32$ hartree, close to the change of $-0.304$ hartree. In detail, the average of $-\psi$ over the orbital is $-0.330$ hartree, the cavity term adds $0.002$ hartree, and the readjustment of the ion's own electrons adds $0.024$ hartree.

The cavity terms in the electron potential are needed. Move the vacuum density towards one computed with a 5 per cent stronger nuclear attraction. The derivative of the liquid term with respect to the fraction of this step, taken at the vacuum density and here with salt, is $-0.01489$ hartree by finite differences and by the formula. Without the cavity terms the formula would give $-0.00930$ hartree, too small in magnitude by more than a third.

### 15. Salt, and the failure of linear response near the ion

Add monovalent salt at 1 mol/L, a density $c=8.92\times10^{-5}$ bohr$^{-3}$ of each ion. With $kT=9.50\times10^{-4}$ hartree,

$$
\kappa^2=\frac{8\pi\times8.92\times10^{-5}}{80\times9.50\times10^{-4}}=0.0295\ \text{bohr}^{-2},
$$

which corresponds to the Debye length $1/\kappa=5.82$ bohr used above. The energy shifts by $-6.8\times10^{-4}$ hartree. The Debye–Hückel term with the effective Born radius gives $-7.0\times10^{-4}$ hartree. The salt effect is small because the dielectric has already reduced the ion's far field by $\varepsilon_b$.

Agreement between two linear calculations does not establish that linearity holds. The expansion of the ionic free energy needs $|\phi|/kT\ll1$ where ions are present. The largest value of $s|\phi|/kT$ in this solution is $1.9$, reached where $s=0.95$. The ratio $|\phi|/kT$ itself is $2.5$ where $s=1/2$ and stays above 1 out to about $5.6$ bohr. Linear response is therefore not justified for the ions nearest the fluoride, and the salt shift is a property of the linear model.

The polarization needs the same scrutiny. Its peak is $0.0063\,e/\text{bohr}^2$. Molecules at a density of $0.005$ bohr$^{-3}$, each with a permanent dipole of $1\,e\,$bohr, would reach only $0.005\,e/\text{bohr}^2$ if all were perfectly aligned. Part of $\mathbf P$ comes from displaced solvent electrons, which this comparison leaves out, so it is an indicator and not a strict bound. The bulk density also flatters the model: the peak lies at $3.2$ bohr, where $s=0.18$, and dipoles at the local density $N_bs$ would saturate at $0.0009\,e/\text{bohr}^2$, seven times below the peak. The polarization exceeds this local limit out to $3.9$ bohr. The comparison suggests that the linear law asks for more orientation than such dipoles can be expected to supply next to a small ion.

A remedy can be sought within the joint theory. The quadratic costs $P^2/2\chi$ and $\rho_i^2/2X$ can be replaced by free energies that hold in stronger fields: the full logarithmic form for the ions, and for the dipoles the orientational entropy, which makes their polarization saturate. Ideal ions do not saturate: minimizing their $f$ plus $\rho_i\phi$ gives $\rho_i=-2c\sinh(\phi/kT)$, which grows faster than the linear law. With the smooth $s(n)$ used here, the logarithmic form alone would fail near the fluoride. If the ions' reference density is $c\,s$, a small $s$ costs an ion only $kT\ln(1/s)$, while its attraction inside the cavity can be far larger, so cations would be drawn into the solute's electrons. The ions therefore also need a firm exclusion from the solute and a finite size. The search over $\mathbf P$ and $\rho_i$ stays the same, while the resulting equation for $\phi$ becomes nonlinear. Far from the ion, where fields are weak, it returns to the linear continuum equation. The main values computed in these examples are collected in the numerical output that follows.

## Values computed for the example and the checks

```
two-site: kT, repulsion = 0.5, 1.5 t
two-site: electron site energies = (0.3, -0.3) t
two-site: solvent site energies = (-0.2, 0.2) t
two-site: free energy, partition sum = -1.0024480 t
two-site: free energy, constrained search = -1.0024480 t
two-site: n on site 1, Gibbs / search = 0.24249 / 0.24249
two-site: N on site 1, Gibbs / search = 0.81720 / 0.81720
two-site: coupling functional at minimum = 0.37853 t
two-site: slope at n=0.4, total / partial = 0.64393 / 0.64376 t
lattice: vacuum energy = 1.431662 hartree
lattice: direct minimum over P, ions = 0.06010897 hartree
lattice: continuum equation = 0.06010897 hartree
lattice: P restricted to gradients = 1.03372744 hartree
ideal ions: X kT/c, numerical = 2.00010
nonlocal: charge width, length = 2.0, 1.0 bohr
nonlocal: relative error, integral / leading = 0.001555 / 0.001563
liquid: eps_b = 80.0, T = 300.0 K, salt = 1.0 mol/L
liquid: n_c = 0.001 bohr^-3, sigma = 0.6
liquid: kT = 0.0009500 hartree
liquid: ion density of each kind = 8.92389e-05 bohr^-3
liquid: Debye length = 5.8213 bohr
sphere: radius = 3.50127 bohr
sphere: numerical energy = -0.1416904 hartree
sphere: Born term = -0.1410204 hartree
sphere: Debye-Hueckel term = -0.0006704 hartree
F-: gas-phase HF energy = -99.450807 hartree
F-: solvated total, no salt = -99.608605 hartree
F-: solute part change = 0.002552 hartree
F-: liquid term = -0.160349 hartree
F-: liquid term by Gauss's law = -0.160349 hartree
F-: solvation energy = -0.157798 hartree
F-: solvation energy = -4.2939 eV
F-: electronic relaxation = -2.740e-03 hartree
F-: cost of field x0.5 / x1.5 = 5.948e-04 / 4.541e-04 hartree
F-: radius where s = 1/2 = 3.4400 bohr
F-: effective Born radius = 3.1290 bohr
F-: HOMO energy, gas / liquid = -0.18095 / -0.48516 hartree
F-: salt shift = -6.8246e-04 hartree
F-: Debye-Hueckel estimate of shift = -6.9830e-04 hartree
F-: derivative test, numerical = -1.488808e-02 hartree
F-: derivative test, formula = -1.488655e-02 hartree
F-: same without cavity terms = -9.297569e-03 hartree
F-: peak polarization = 0.00628 e/bohr^2
chosen dipoles: 0.005 bohr^-3, 1.0 e bohr each
dipole saturation = 0.00500 e/bohr^2
F-: largest s |phi|/kT with salt = 1.874
```
